Drude and Interband Weights of a Half-Filled Cosine Band

**Question**

I am treating independent electrons in one dimension with

V(x) = V0 cos(2πx/a), a = 0.4 nm, V0 = 2 eV.

There is one electron per cell, so with two spin states the lowest band is half full. I diagonalize the Bloch Hamiltonian in plane waves and compute two pieces of the Kubo-Greenwood conductivity at zero temperature: the Drude peak, from the slope of the band at the Fermi points, and the absorption from band 1 to band 2.

In units of n/m, with n the density and m the bare mass, I get 0.861 for the Drude part and 0.119 for the interband part. They add to 0.980. I expected a fixed total, but I don't see why it should contain the bare mass when the electrons at the Fermi level know only the band structure. Is 0.980 a numerical error, a wrong factor, or is the rule approximate? And what would a correct sum prove about my calculation?

**Answer**

Your two numbers are right, but the list of final states is incomplete. Absorption into band 3 and above carries the missing 0.02. The bare mass enters because the total weight measures the response at the first instant after a field pulse, before the potential has had time to act. Following that pulse in time gives the sum rule and fixes every factor in the two weights.

**Conventions**

Let L be the chain length, taken to infinity, and G = 2π/a. Counting two spins,

n = (2/2π) ∫ dk from −k_F to k_F = 2k_F/π.

One electron per cell means n = 1/a, hence k_F = π/2a. The electron charge is −e. I define the weights W_D and W_I by

Re σ(ω) = πe² W_D δ(ω) + σ_inter(ω),

∫₀^∞ σ_inter dω = (πe²/2) W_I.

Half of the delta function belongs to the positive axis, so the integral of Re σ over positive frequencies is (πe²/2)(W_D + W_I).

**The current just after a pulse**

Apply a uniform electric field for a very short time, with time integral F. Each electron receives the momentum ħκ = −eF, and its wave function is multiplied by exp(iκx). Since

exp(−iκx) p exp(iκx) = p + ħκ,

the particle current per length just after the pulse is

J(0⁺) = (1/L) Σ_occ (⟨p⟩ + ħκ)/m = nħκ/m.

The ⟨p⟩ terms cancel because states k and −k are both occupied and have opposite velocities. The potential drops out: it depends on x alone, so it commutes with exp(iκx).

**The current at later times**

Write a Bloch state as exp(ikx) u₁ₖ(x). The periodic part is an eigenstate of

H(k) = (p + ħk)²/2m + V(x).

After the pulse the crystal momentum is k' = k + κ, but the periodic part is still u₁ₖ, which is not an eigenstate of H(k'). To first order in κ,

H(k) = H(k') − (ħκ/m)(p + ħk').

First-order perturbation theory then expresses the old state in terms of the new ones. With

p_c1 = ⟨u_c|p + ħk'|u₁⟩, Δ_c = E_c − E₁,

where all quantities on the right are taken at k', it gives

u₁ₖ = u₁ + (ħκ/m) Σ_c (p_c1/Δ_c) u_c.

The sign is positive because the perturbation −ħκp_c1/m is divided by E₁ − E_c = −Δ_c. Each component now evolves with its own energy. Apart from a common phase,

u(t) = u₁ + (ħκ/m) Σ_c (p_c1/Δ_c) exp(−iΔ_c t/ħ) u_c.

The velocity is the expectation value of (p + ħk')/m. The cross terms between u₁ and u_c contribute twice a real part:

v(t) = v₁(k+κ) + ħκ Σ_c [2|p_c1|²/(m²Δ_c)] cos(Δ_c t/ħ).

With v₁ = E₁'/ħ, where a prime on E₁ means d/dk, the first term expands as

v₁(k+κ) = v₁(k) + ħκ E₁''/ħ².

The v₁(k) terms cancel in the sum over occupied states. Replacing (2/L)Σ_k by (1/π)∫dk gives

J(t)/(ħκ) = W_D + (1/π) ∫dk Σ_c [2|p_c1|²/(m²Δ_c)] cos(Δ_c t/ħ),

W_D = (1/π) ∫dk E₁''/ħ².

**Why these are the conductivity weights**

The electric current is −eJ and ħκ = −eF, so the electric current per unit F is

σ(t) = e² J(t)/(ħκ).

The two minus signs cancel. The real part of the conductivity is the cosine transform of σ(t) over positive times. For a constant and for a cosine,

∫₀^∞ cos ωt dt = πδ(ω),

∫₀^∞ cos ωt cos ω₀t dt = (π/2)[δ(ω−ω₀) + δ(ω+ω₀)].

The constant W_D therefore becomes πe²W_D δ(ω). Each oscillating term becomes an absorption line with weight πe²/2 times its amplitude on the positive axis. Hence

W_I = (1/π) ∫dk Σ_c 2|p_c1|²/(m²Δ_c),

with k over the occupied range and c over all upper bands. The lines lie at ħω = Δ_c, as the Kubo-Greenwood formula requires for vertical transitions.

At t = 0⁺ every cosine is 1, so W_D + W_I = J(0⁺)/(ħκ). The previous section gave n/m for this quantity. Therefore

W_D + W_I = n/m.

The same comparison works for each k separately. Just after the pulse one electron has velocity v₁(k) + ħκ/m, so

E₁''/ħ² + Σ_c 2|p_c1|²/(m²Δ_c) = 1/m.

This is the effective-mass formula. What the potential removes from the free acceleration of a state is the strength of its transitions to other bands. At k = 0.3π/a, the second difference of the computed energies gives a curvature of 0.86579 in units of ħ²/m, and one minus the transition sum gives the same value to five digits.

**From formulas to numbers**

In plane waves exp[i(k+jG)x], with integer j, the Hamiltonian matrix has diagonal elements ħ²(k+jG)²/2m and elements V0/2 between neighbouring j. If c_j are the real coefficients of band 1 and d_j those of band c, then

p_c1 = ħ Σ_j d_j (k+jG) c_j.

The Drude integral needs no mesh, since it is the integral of a derivative:

W_D = [E₁'(k_F) − E₁'(−k_F)]/(πħ²) = 2v_F/(πħ).

Dividing by n/m = 1/(am), and using 2a/π = 1/k_F,

mW_D/n = 2mav_F/(πħ) = mv_F/(ħk_F).

The Drude weight in these units is the Fermi velocity divided by that of a free electron with the same k_F.

For your parameters v_F = 3.916 × 10⁵ m/s, so mv_F/ħ = 3.382 nm⁻¹. With k_F = 3.927 nm⁻¹,

mW_D/n = 3.382/3.927 = 0.861.

With 40 integration points in k, the interband integral gives 0.1190 for band 2 and 0.0196 for all higher bands:

0.8613 + 0.1190 + 0.0196 = 1.000 to rounding.

The split between the two interband parts is less accurate than their sum. Bands 2 and 3 are only about 0.2 eV apart at k = 0 and exchange transition strength over a narrow range of k. Points concentrated there shift the parts by about 0.0002, to 0.1193 and 0.0194, and leave the sum unchanged.

In SI units, e²n/m = 70.4 S·m/s, of which 60.7 is Drude and 9.8 interband. A one-dimensional conductivity has the unit S·m; the extra 1/s comes from the frequency integral. The area under Re σ at positive frequencies is π/2 times 70.45, or 110.7 S·m/s.

Changing V0 with a and n held fixed moves weight between the two parts:

V0 (eV): Drude + interband (n/m)
0: 1.000 + 0.000
1: 0.961 + 0.039
2: 0.861 + 0.139
4: 0.606 + 0.394
8: 0.259 + 0.741
16: 0.054 + 0.946

Each pair adds to 1 within 10⁻⁸ before rounding.

**Watching the pulse response**

The time-dependent picture can be checked by propagating the occupied states after a small pulse, here κ = 0.001 nm⁻¹. In units of nħκ/m, the current starts at 1.000, is 0.794 after 0.2 fs and 0.874 after 3 fs. These values, and those at two times between, agree with the formula for J(t) within 10⁻⁴. The current can fall below the Drude value because the interband cosines go negative. A smooth average over 40 fs removes the oscillations and leaves 0.8613, the Drude weight. So the bare mass governs the first instant and the band structure governs the lasting current.

**What a correct sum proves**

It tests the prefactors, the momentum elements and the completeness of the band sum. It does not test the potential: with V0 instead of V0/2 between neighbouring j, the weights are those of the 4 eV row, 0.606 + 0.394, and still add to 1. Nor does it test whether the plane-wave basis is large enough. In a truncated basis that keeps the same set of j at every k, the matrix satisfies

H(k+κ) = H(k) + (ħκ/m)P + (ħ²κ²/2m)·1,

where P is diagonal with elements ħ(k+jG). Second-order perturbation theory for this finite matrix gives

E₁'' = ħ²/m − (2ħ²/m²) Σ_c |P_c1|²/Δ_c,

provided all its eigenvectors are kept. That is the effective-mass formula again, so the sum is right even when the bands are not. If instead the waves are chosen by a cutoff on |k+jG|, the set can change inside the occupied range; the velocity then jumps there and the sum can miss 1 (it is 0.969 for the cutoff 1.1G). With three plane waves the Drude and interband weights are 0.8637 and 0.1363. They add to 1, yet the Drude weight is too large by 0.0024.

Convergence has to be checked on each weight separately. Going from 11 to 21 plane waves leaves the Drude weight unchanged at the printed precision, and going from 20 to 40 integration points in k changes the total interband weight by about 10⁻¹⁵. The contributions of single bands converge more slowly, as noted above.

A check without plane waves is also possible. Integrate the Schrödinger equation across one cell from the two starting conditions (ψ, ψ') = (1, 0) and (0, 1). The final values form a matrix whose eigenvalues are exp(±ika), so its trace is

T(E) = 2 cos ka.

Differentiating with respect to k gives T'(E) dE/dk = −2a sin ka. At k_F = π/2a the trace is zero and the sine is 1, hence

E₁'(k_F) = −2a/T'(E_F).

The first zero of T lies at E_F = 0.315 eV. The slope there gives a Drude weight of 0.861321, equal to the plane-wave result to all six digits.

**Weak potential**

Let s = ka/π, g = V0/E_R and E_R = ħ²π²/(2ma²), which is 2.35 eV here. In units of E_R the free energies are (s+2j)². Second-order perturbation theory with coupling g/2 gives

ε = s² + (g²/4)[1/(s²−(s+2)²) + 1/(s²−(s−2)²)].

The denominators are −4(1+s) and −4(1−s), and

1/(1+s) + 1/(1−s) = 2/(1−s²),

so

ε = s² − g²/[8(1−s²)],

dε/ds = 2s − g²s/[4(1−s²)²].

At half filling s = 1/2. The free slope is 1 and (1−s²)² = 9/16, so to order g²

mW_D/n = 1 − (g²/8)(16/9) = 1 − 2g²/9.

The sum rule then gives mW_I/n = 2g²/9. At V0 = 0.02 E_R the computed coefficient is 0.2222, as it should be. For V0 = 2 eV, g = 0.851 and the formula gives 0.839 instead of 0.861, so higher orders already matter.

The same free energies locate the absorption. The separation of the lowest two is

(s−2)² − s² = 4(1−s),

which runs from 2E_R = 4.70 eV at k_F to 4E_R = 9.40 eV at k = 0. The computed range for transitions from band 1 to band 2 is 5.13 to 9.57 eV.

**Deep potential**

When tunnelling between neighbouring wells dominates the dispersion, the band is a cosine of total width B:

E₁ = constant − (B/2) cos ka.

Its slope at k_F is Ba/2. Therefore W_D = Ba/(πħ²), and

mW_D/n = Bma²/(πħ²) = πB/(2E_R),

because ma²/ħ² = π²/(2E_R). At V0 = 8E_R this agrees with the full calculation: both give 0.0335. The Drude weight vanishes with the bandwidth, and nearly all the weight is interband.

For your potential B = 1.509 eV, and the estimate would be 1.008, above the total allowed by the sum rule. Your band is too far from a cosine for this limit. A model that keeps a single band also has no interband transitions, so its total weight is its Drude weight and depends on V0. It therefore cannot equal n/m for every V0, and a value near n/m, such as the 1.008 above, is a coincidence.

**Temperature**

At finite temperature, multiply the effective-mass formula of each band by its occupation and sum over bands and k. The right side is again n/m. On the left, the two terms belonging to a pair of bands have opposite energy denominators and combine into one proportional to the difference of occupations, which is the interband weight. At 300 K and fixed density the weights are 0.8606 and 0.1394. The Drude part has fallen by 0.0008 and the sum is unchanged.

**How close is this to a real chain?**

Your parameters describe no particular chain, and the model leaves out at least three effects whose size matters.

First, a half-filled chain is prone to pairing of its atoms. Suppose this adds a potential 0.1 eV × cos(πx/a); the amplitude is assumed, not predicted. The period becomes 2a, a gap of 0.060 eV opens at ±π/2a, and the lowest band of the doubled cell is full. Its slope vanishes at both zone edges, so W_D = 0. The interband total becomes 1.000, with 0.862 of it below 2.57 eV, where the unpaired chain had no interband absorption. For this amplitude and phase the low-frequency weight equals the former Drude weight within 0.001 (the same amplitude as sin(πx/a) gives a gap of 0.137 eV and a weight of 0.852), so the Drude peak has in effect moved to low but finite frequency. An absorption measurement that starts above this gap would miss part of it.

Second, scattering broadens the Drude peak. For an assumed lifetime of 10 fs its half width at half maximum, ħ/τ, is 0.066 eV, far below the interband onset at 5.13 eV, so in the unpaired chain the two parts remain distinguishable. This width assumes a Lorentzian line centred at zero frequency. If the scattering comes from static disorder, the states of a one-dimensional chain are localized, and at zero temperature the absorption falls toward zero frequency and peaks at a small finite one instead. Such disorder depends on position alone, so it commutes with the pulse factor and leaves the total unchanged.

Third, the electrons repel. The bare Coulomb energy at distance a is 3.6 eV, 2.4 times the bandwidth. A substrate would screen it, by an amount not computed here, but the comparison gives no ground for treating repulsion as weak. The values 0.861 and 0.139 are therefore properties of the independent-electron model, not predictions for a real chain.

The total is more robust. The repulsion depends only on positions, so it commutes with the product of all factors exp(iκx), and the current just after the pulse is still nħκ/m if the initial state carries none. The argument does fail for a potential that depends on momentum, such as a nonlocal pseudopotential. The pulse then changes the potential term too, and the velocity is no longer p/m. In that case the total need not be n/m.

The complete set of values is in the numerical output below.

Computed values

```
period a = 0.40 nm; amplitude V0 = 2.00 eV
density n = 2.500 per nm; k_F = 3.9270 per nm
hbar^2/m = 0.076200 eV nm^2; E_R = 2.3502 eV; V0/E_R = 0.8510
lowest band: bottom -0.2087 eV, top 1.2998 eV
bandwidth = 1.5085 eV; gap at zone edge = 1.9944 eV
Fermi energy = 0.3153 eV; Fermi velocity = 3.9157e+05 m/s
band 1 to 2 absorption: 5.1310 to 9.5740 eV
curvature at k = 0.3 pi/a (units 1/m): differences 0.865787, band sum 0.865786
Drude weight: plane waves 0.861321, cell integration 0.861321 n/m
interband weight = 0.138679 n/m; sum = 1.00000000 n/m
interband weight to band 2 = 0.119041 n/m; to all higher bands = 0.019638 n/m
optical mass n/W_D = 1.1610 bare masses
e^2 W_D = 60.679, e^2 W_I = 9.770, e^2 n/m = 70.449 S m/s
V0 (eV), Drude, interband, sum (n/m):
    0.0  1.000000  0.000000  1.00000000
    1.0  0.961327  0.038673  1.00000000
    2.0  0.861321  0.138679  1.00000000
    4.0  0.605518  0.394482  1.00000000
    8.0  0.258815  0.741185  1.00000000
   16.0  0.054481  0.945519  1.00000000
time after kick (fs), current (n hbar kappa/m):
  0.0  1.00000
  0.2  0.79437
  0.4  0.81654
  1.0  0.82911
  3.0  0.87447
Hann-weighted average current over 40 fs = 0.86132
weak limit: (1 - Drude)/(V0/E_R)^2 = 0.22220; 2/9 = 0.22222
deep limit, V0 = 8 E_R: Drude 0.033513, bandwidth estimate 0.033514 n/m
Drude shift, 11 to 21 waves = 0.0e+00 n/m
interband shift, 20 to 40 k nodes = 1.1e-15 n/m
three waves only: Drude 0.863678, interband 0.136322, sum 1.00000000 n/m
300 K: kT = 0.02585 eV; Drude 0.860562, interband 0.139438 n/m
change of Drude weight at 300 K = -7.58e-04 n/m
pairing amplitude 0.10 eV: gap = 0.0595 eV; Drude = 4.2e-15 n/m
paired chain: interband total 1.00000000 n/m, below 2.566 eV 0.862037 n/m
lifetime 10 fs: hbar/lifetime = 0.0658 eV
bare Coulomb energy at distance a = 3.600 eV; ratio to bandwidth = 2.39
```
